# Cancellation of infrared divergences in $\gamma^*\to f\bar f$ at first order in $\alpha$: test program

```python
# Result under test: gamma*(q^2=s) -> massless f fbar (+photon), order alpha, d = 4-2 eps:
#   Gamma/Gamma0 = 1 + (alpha/2pi) S [R(eps)+V(eps)] -> 1 + 3 alpha/(4 pi),  S=(4 pi mu^2/s)^eps.
# R real emission, V = vertex (2 Re F1). y1=(p2+k)^2/s, y2=(p1+k)^2/s, y3=(p1+p2)^2/s,
# W=(s/2) T3/T2 with T3, T2 the summed squared amplitudes without couplings,
# x,y,z=1-x-y Feynman parameters, beta=(photon mass)^2/s a second regulator in d=4,
# ycut the resolution below which a photon counts as unresolved.
import cmath, math
import numpy as np, mpmath as mp
from scipy import constants as C
from scipy.integrate import quad, dblquad
from scipy.special import gamma as G
mp.mp.dps = 30
pi = math.pi
GX, GW = np.polynomial.legendre.leggauss(60)
def gl(f, a, b):
    return 0.5*(b-a)*np.sum(GW*f(0.5*(b-a)*GX+0.5*(a+b)))
def close(a, b, tol):
    assert abs(a-b) <= tol*max(1.0, abs(b)), (a, b)

# ---------- explicit Dirac algebra in even d ----------
def dirac(d):
    X = np.array([[0, 1], [1, 0]], complex); Y = np.array([[0, -1j], [1j, 0]])
    Z = np.diag([1., -1.]).astype(complex); E = []
    for j in range(d//2):
        for P in (X, Y):
            M = np.eye(1)
            for F in [Z]*j+[P]+[np.eye(2)]*(d//2-j-1):
                M = np.kron(M, F)
            E.append(M)
    ga = [E[0]]+[1j*M for M in E[1:]]
    g = np.array([1.]+[-1.]*(d-1))
    return ga, g, (lambda p: sum(g[m]*p[m]*ga[m] for m in range(d))), (lambda a, b: np.sum(g*a*b))
def pair(d, s):
    p1 = np.zeros(d); p2 = np.zeros(d)
    p1[0] = p1[-1] = p2[0] = math.sqrt(s)/2; p2[-1] = -p1[-1]
    return p1, p2
def W_trace(d, y1, y2, beta, s=3.0):
    ga, g, sl, dot = dirac(d)
    b1, b2 = pair(d, s)
    T2 = -sum(g[m]*np.trace(sl(b1)@ga[m]@sl(b2)@ga[m]) for m in range(d)).real
    close(T2, (d-2)*2**(d//2)*s/2, 1e-12)
    x1, x2, y3 = 1-y1, 1-y2, 1+beta-y1-y2
    omc, opc = 2*y3/(x1*x2), 2*(y1*y2-beta)/(x1*x2)
    p1, p2, q = x1*b1, np.zeros(d), b1+b2
    E2 = x2*math.sqrt(s)/2
    p2[0], p2[1], p2[-1] = E2, E2*math.sqrt(omc*opc), E2*(1-omc)
    k = q-p1-p2
    close(dot(k, k), beta*s, 1e-12)
    A, B = sl(p1+k)/dot(p1+k, p1+k), sl(p2+k)/dot(p2+k, p2+k)
    amp = lambda gm, gn: gn@A@gm-gm@B@gn
    s1, s2 = sl(p1), sl(p2)
    scale = 1/min(y1, y2)
    for m in range(d):   # both currents are conserved
        assert abs(s1@amp(ga[m], sl(k))@s2).max() < 1e-9*scale
        assert abs(s1@amp(sl(q), ga[m])@s2).max() < 1e-9*scale
    T3 = 0
    for m in range(d):
        for n in range(d):
            M = amp(ga[m], ga[n])
            T3 += g[m]*g[n]*np.trace(s1@M@s2@ga[0]@M.conj().T@ga[0]).real
    eik = 2*dot(p1, p2)/(dot(p1, k)*dot(p2, k))
    return s/2*T3/T2, s/2*eik
W_eps = lambda a, b, e: (1-e)*(a/b+b/a)+2*(1-a-b)/(a*b)-2*e
W_beta = lambda a, b, t: a/b+b/a+2*(1+t)*(1+t-a-b)/(a*b)-t*(1/a**2+1/b**2)
rng = np.random.default_rng(1)
for d in (4, 6, 8, 10):
    e = (4-d)/2; s = 3.0
    for a, b in ((0.2, 0.5), (0.07, 0.31)):
        close(W_trace(d, a, b, 0.0)[0], W_eps(a, b, e), 1e-10)
    w, eik = W_trace(d, 1e-4, 3e-4, 0.0); close(w/eik, 1, 1e-3)        # soft limit
    zz = 0.6; w = W_trace(d, 1-zz, 1e-6, 0.0)[0]                       # collinear limit
    close(w*1e-6, (1+zz**2)/(1-zz)-e*(1-zz), 1e-4)
    ga, g, sl, dot = dirac(d); p1, p2 = pair(d, s); x, y = 0.23, 0.41
    L = rng.normal(size=d); l0 = -x*p1+y*p2; l = L+l0
    close((1-x-y)*dot(l, l)+x*dot(l+p1, l+p1)+y*dot(l-p2, l-p2), dot(L, L)+x*y*s, 1e-12)
    for m in range(d):
        N = lambda l: sum(g[n]*ga[n]@sl(l+p1)@ga[m]@sl(l-p2)@ga[n] for n in range(d))
        N0 = N(l0)
        assert abs(sl(p1)@(N0-s*(-2*(1-x)*(1-y)+2*e*x*y)*ga[m])@sl(p2)).max() < 1e-10
        N2 = sum(g[a]*((N(l0+u)+N(l0-u))/2-N0) for a, u in enumerate(np.eye(d)))
        assert abs(N2-(d-2)**2*ga[m]).max() < 1e-10
        assert abs(sum(g[n]*ga[n]@ga[m]@ga[n] for n in range(d))-(2-d)*ga[m]).max() < 1e-12
for a, b, t in ((0.3, 0.5, 0.1), (0.8, 0.15, 0.05)):
    close(W_trace(4, a, b, t)[0], W_beta(a, b, t), 1e-10)

# ---------- Euclidean loop integrals by radial quadrature ----------
Om = lambda n: 2*pi**(n/2)/G(n/2)
def radial(d, power, D):
    f = lambda t: mp.exp(t*(d+power))/(mp.exp(2*t)+D)**3
    return Om(d)/(2*pi)**d*float(mp.quad(f, [-40, -5, 0, 5, 20, 60, 120]))
for d in (3.0, 3.5):
    close(radial(d, 2, 1.7)/(d/4*G(2-d/2)*1.7**(d/2-2)/(4*pi)**(d/2)), 1, 1e-9)
for d in (3.5, 4.5):
    close(radial(d, 0, 1.7)/(G(3-d/2)/2*1.7**(d/2-3)/(4*pi)**(d/2)), 1, 1e-9)

# ---------- integral of (u v)^(a-1) h(u,v) over u,v>0, u+v<1 ----------
def simplex(h, a):
    def outer(w):
        r = w**(1/(2*a))
        def inner(u):
            t = u**(1/a)
            return (1-t)**(a-1)*(h(r*t, r*(1-t))+h(r*(1-t), r*t))/a
        return gl(inner, 0, 0.5**a)/(2*a)
    return quad(outer, 0, 1, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
R2 = lambda e: mp.gamma(1-e)**2/mp.gamma(1-3*e)*2*(1-2*e)*(2-2*e+e*e)/((1-3*e)*(2-3*e))
F2 = lambda e: -mp.gamma(1+e)*mp.gamma(1-e)**2/mp.gamma(1-2*e)*(2-e+2*e*e)/(1-2*e)
V2 = lambda e: F2(e)*mp.re(mp.power(mp.mpc(-1, 0), -e))    # each is eps^2 times the function
for a in (0.5, 0.25, 0.1):
    e = -a
    y3 = lambda u, v: np.maximum(1-u-v, 0)
    Rq = simplex(lambda u, v: y3(u, v)**a*((1-e)*(u*u+v*v)+2*y3(u, v)-2*e*u*v), a)/G(1-e)
    Fq = G(1+e)*simplex(lambda u, v: u*v*(2*(1-e)**2/e+2*e)-2*(1-u)*(1-v), a)
    close(Rq, float(R2(e))/e**2, 1e-8); close(Fq, float(F2(e))/e**2, 1e-8)
    if a == 0.25:
        print(f"eps=-0.25: R quadrature {Rq:.6f}, closed form {float(R2(e))/e**2:.6f}")
        print(f"eps=-0.25: spacelike vertex quadrature {Fq:.6f}, closed form {float(F2(e))/e**2:.6f}")

# ---------- three-body phase space from energies and angle ----------
test = lambda a, b: a*a*b+np.exp(1-a-b)
for d in (4.5, 5.0):
    e = (4-d)/2; s = 3.0; rs = math.sqrt(s)
    def f(th, E1):
        den = 2*rs-2*E1*(1-math.cos(th)); E2 = (s-2*rs*E1)/den
        return (E1*E2*math.sin(th))**(d-3)/(4*den)*test(1-2*E1/rs, 1-2*E2/rs)
    I = dblquad(f, 0, rs/2, 0, pi, epsabs=1e-9, epsrel=1e-7)[0]
    phi3 = (2*pi)**(3-2*d)*Om(d-1)*Om(d-2)*I
    phi2 = (2*pi)**(2-d)*Om(d-1)*(rs/2)**(d-3)/(4*rs)
    rhs = s/(16*pi**2)*(4*pi/s)**e/G(1-e)*simplex(
        lambda u, v: u*v*np.maximum(1-u-v, 0)**(-e)*test(u, v), -e)
    close(phi3/phi2/rhs, 1, 1e-5)

# ---------- self-energy, UV poles, Ward identity (units alpha/4pi) ----------
sigma = lambda e, Q2: -(2-2*e)*G(e)*quad(lambda z: z*(z*(1-z)*Q2)**(-e), 0, 1)[0]
for Q2 in (1.0, 1e-8):
    e = -0.25
    close(sigma(e, Q2)/(-2*(1-e)*G(e)*G(2-e)*G(1-e)/G(3-2*e)*Q2**(-e)), 1, 1e-7)
tri = lambda h: dblquad(lambda y, x: h(x, y), 0, 1, 0, lambda x: 1-x, epsabs=1e-8, epsrel=1e-8)[0]
e = 1e-5
uvV = e*2*(1-e)**2*G(e)*tri(lambda x, y: (x*y)**(-e)); uvS = e*sigma(e, 1.0)
close(uvV, 1, 1e-3); close(uvS, -1, 1e-3)
print(f"UV pole residues (alpha/4pi): vertex {uvV:.3f}, self-energy {uvS:.3f}")
for e in (-0.5, 0.25):   # photon mass 1: F1(0) + dZ2 = 0
    F0 = 2*(1-e)**2*G(e)*tri(lambda x, y: max(1-x-y, 1e-300)**(-e))
    dZ = -(2-2*e)*G(e)*quad(lambda z: z**(1-e), 0, 1)[0]
    close(F0, -dZ, 1e-6)

# ---------- Laurent coefficients ----------
co = lambda f: [float(c) for c in mp.taylor(lambda e: mp.exp(mp.euler*e)*f(e), 0, 2)]
cR, cV, cF = co(R2), co(V2), co(F2)
for c, t in zip(cR+cV, (2, 3, 9.5-7*pi**2/6, -2, -3, -8+7*pi**2/6)):
    close(c, t, 1e-12)
close(cR[0]+cV[0], 0, 1e-12); close(cR[1]+cV[1], 0, 1e-12)
total = cR[2]+cV[2]
close(total, 1.5, 1e-12); close(cR[2]+cF[2], 1.5-pi**2, 1e-12)
print("exp(gamma eps) R: 1/eps^2, 1/eps, const = %.6f %.6f %.6f" % tuple(cR))
print("exp(gamma eps) V: 1/eps^2, 1/eps, const = %.6f %.6f %.6f" % tuple(cV))
print(f"R+V at eps->0 = {total:.6f}; without cos(pi eps) = {cR[2]+cF[2]:.6f}")
for e in ('-0.1', '-0.01', '-0.001'):
    e = mp.mpf(e); n = mp.exp(mp.euler*e)/e**2
    r, v = float(n*R2(e)), float(n*V2(e))
    print(f"eps={float(e):g}: exp(gamma eps) x (R, V, R+V) = {r:.5f} {v:.5f} {float(n*(R2(e)+V2(e))):.5f}")

# ---------- d=4 real integrals: m<y1<c-m, lo(y1)<y2<c-y1 ----------
def region(W, lo, c, m):
    inner = lambda a: gl(lambda v: np.exp(v)*W(a, np.exp(v)), math.log(lo(a)), math.log(c-a))
    o = dict(epsabs=1e-11, epsrel=1e-11, limit=300)
    return (quad(lambda u: math.exp(u)*inner(math.exp(u)), math.log(m), math.log(c/2), **o)[0]
            + quad(lambda u: math.exp(u)*inner(c-math.exp(u)), math.log(m), math.log(c/2), **o)[0])
def V_beta(s, t):   # real part of the subtracted vertex; y integral done analytically
    def h(x):
        A, B, D = t*(1-x), t+x*s, -x*s*(1-x)
        lA, lD = math.log(A), cmath.log(D)
        ilog = -((D*lD-D)-(A*lA-A))/B
        iinv = (1-x)/B-(1-A/B)/B*(lD-lA)
        return (-2*ilog+2*s*(1-x)*iinv).real
    o = dict(epsabs=1e-11, epsrel=1e-11, limit=300)
    lnz = quad(lambda z: (1-z)*math.log(z*t), 0, 1)[0]
    return (quad(lambda u: math.exp(u)*h(math.exp(u)), math.log(t)-30, math.log(0.5), **o)[0]
            + quad(h, 0.5, 1, **o)[0]+2*lnz)
sc, tb = cmath.exp(2j), 0.2   # check against direct 2D quadrature at complex s
def direct(x, y):
    z = max(1-x-y, 1e-300); D = z*tb-x*y*sc
    return (-2*cmath.log(D)+2*math.log(z*tb)+2*sc*(1-x)*(1-y)/D).real
close(V_beta(sc, tb), tri(direct), 1e-6)
for t in (1e-2, 1e-3, 1e-4):
    L = math.log(t)
    r = region(lambda a, b: W_beta(a, b, t), lambda a: t/a, 1+t, t); v = V_beta(1+0j, t)
    ra, va = L*L+3*L+5-pi**2/3, -L*L-3*L-3.5+pi**2/3
    assert abs(r-ra) < 10*t*L*L and abs(v-va) < 10*t*L*L   # power corrections
    assert abs(r+v-total) < t
    print(f"beta={t:g}: R {r:.5f} (log form {ra:.5f}), V {v:.5f} (log form {va:.5f}), sum {r+v:.6f}")
res = {}
for yc in (1e-2, 1e-3, 1e-4):
    L = math.log(yc); res[yc] = region(lambda a, b: W_eps(a, b, 0), lambda a: yc, 1.0, yc)
    la = 2*L*L+3*L+2.5-pi**2/3
    assert abs(res[yc]-la) < 5*yc*abs(L)
    print(f"ycut={yc:g}: resolved integral {res[yc]:.4f}, log form {la:.4f}")

# ---------- worked example ----------
al = C.fine_structure; rs = 10.0; s = rs**2
nb = (C.hbar*C.c/(C.e*1e9))**2/1e-37
ga, g, sl, dot = dirac(4); k1, k2 = pair(4, s)
def msq(c):
    p = rs/2*np.array([1, math.sqrt(1-c*c), 0, c]); pb = k1+k2-p
    return sum(g[m]*g[n]*np.trace(sl(k1)@ga[m]@sl(k2)@ga[n])*np.trace(sl(p)@ga[m]@sl(pb)@ga[n])
               for m in range(4) for n in range(4)).real*(4*pi*al)**2/(4*s*s)
cs, ws = np.polynomial.legendre.leggauss(4)
sig0 = 2*pi*sum(w*msq(c) for c, w in zip(cs, ws))/(64*pi**2*s)
close(sig0/(4*pi*al**2/(3*s)), 1, 1e-12)
delta = al/(2*pi)*total
close(delta/(3*al/(4*pi)), 1, 1e-12)
print(f"alpha = {al:.8e}, 1/alpha = {1/al:.4f}, alpha/(2pi) = {al/(2*pi):.6e}")
print(f"relative correction = {delta:.6e} = {100*delta:.4f} %, factor = {1+delta:.7f}")
print(f"sqrt(s) = {rs:g} GeV, s = {s:g} GeV^2, 1 GeV^-2 = {nb:.5e} nb")
print(f"Born cross section = {sig0:.5e} GeV^-2 = {sig0*nb:.6f} nb")
print(f"final-state correction = {sig0*nb*delta:.6f} nb, corrected = {sig0*nb*(1+delta):.6f} nb")
f3 = al/(2*pi)*res[1e-2]
print(f"ycut = 0.01 (invariant mass cut {math.sqrt(1e-2*s):g} GeV):")
print(f"  resolved rate/Gamma0 = {f3:.6f}, unresolved rate/Gamma0 = {1+delta-f3:.6f}")
print("success")
```

It prints:

```
eps=-0.25: R quadrature 22.847121, closed form 22.847121
eps=-0.25: spacelike vertex quadrature -28.778845, closed form -28.778845
UV pole residues (alpha/4pi): vertex 1.000, self-energy -1.000
exp(gamma eps) R: 1/eps^2, 1/eps, const = 2.000000 3.000000 -2.014538
exp(gamma eps) V: 1/eps^2, 1/eps, const = -2.000000 -3.000000 3.514538
R+V at eps->0 = 1.500000; without cos(pi eps) = -8.369604
eps=-0.1: exp(gamma eps) x (R, V, R+V) = 168.85940 -167.06230 1.79710
eps=-0.01: exp(gamma eps) x (R, V, R+V) = 19698.08459 -19696.55303 1.53156
eps=-0.001: exp(gamma eps) x (R, V, R+V) = 1996997.99550 -1996996.49233 1.50317
beta=0.01: R 9.50395 (log form 9.10221), V -8.00410 (log form -7.60221), sum 1.499854
beta=0.001: R 28.79687 (log form 28.70395), V -27.29687 (log form -27.20395), sum 1.499999
beta=0.0001: R 58.92619 (log form 58.90948), V -57.42619 (log form -57.40948), sum 1.500000
ycut=0.01: resolved integral 28.0134, log form 27.8098
ycut=0.001: resolved integral 73.9507, log form 73.9210
ycut=0.0001: resolved integral 141.2437, log form 141.2399
alpha = 7.29735256e-03, 1/alpha = 137.0360, alpha/(2pi) = 1.161410e-03
relative correction = 1.742115e-03 = 0.1742 %, factor = 1.0017421
sqrt(s) = 10 GeV, s = 100 GeV^2, 1 GeV^-2 = 3.89379e+05 nb
Born cross section = 2.23059e-06 GeV^-2 = 0.868545 nb
final-state correction = 0.001513 nb, corrected = 0.870058 nb
ycut = 0.01 (invariant mass cut 1 GeV):
  resolved rate/Gamma0 = 0.032535, unresolved rate/Gamma0 = 0.969207
success
```
